# Trapped Charge and Centroid from Photocurrent Shifts at Two Electrodes, part 1

(Sections cited here and not found follow in the second part.)

## First half: what each reading measures

### 1. A single sheet of charge

A dielectric film fills the space between a metal gate at $x=0$ and silicon at $x=L$. Inside it, at depth $a$ below the gate, lies one uniform sheet of trapped charge with areal density $\sigma$. The algebra uses atomic units: the elementary charge is 1, an electron has charge $-1$, and Gauss's law for a medium of permittivity $\kappa$ reads $dF/dx=4\pi\rho/\kappa$. The field $F$ is counted positive from gate to silicon, and the voltage $V_i$ across the film is gate minus silicon, so that $V_i=\int_0^L F\,dx$.

The field is constant on either side of the sheet. Call it $F_g$ on the gate side and $F_s$ on the silicon side. Gauss's law gives

$$F_s-F_g=f,\qquad f=\frac{4\pi\sigma}{\kappa},$$

and the voltage is the sum of the two drops,

$$V_i=F_g\,a+F_s\,(L-a).$$

Suppose that some measurement lets us hold $F_g$ at the value it had before the charge was trapped. Substituting $F_s=F_g+f$,

$$V_i=F_gL+f(L-a).$$

The first term is the old voltage, so the voltage has moved by $f(L-a)$. If instead $F_s$ is held, we substitute $F_g=F_s-f$ and find

$$V_i=F_sL-fa,$$

a movement of $-fa$. The first shift is proportional to the charge times its distance from the silicon; the second is proportional, with the same factor $4\pi/\kappa$ but the opposite sign, to the charge times its distance from the gate. Their difference is $f(L-a)+fa=fL$. The position has dropped out, and the charge is known. Either shift then gives the position.

For numbers, take $L=100$ nm, $\kappa=2.8$ and a charge of 0.05 uC/cm2 at 30 nm. The shifts are $+1.412$ V and $-0.605$ V. Their difference is 2.017 V, and the position follows as $100\times0.605/2.017=30$ nm.

What remains is to show that a photocurrent can hold the field at a chosen electrode, to allow for a spread-out charge, and to find out when the reading fails.

### 2. The measurement and its assumptions

Light of photon energy $h\nu$ excites electrons in an electrode. Those with enough energy cross the barrier into the film, a process called internal photoemission. With the gate negative, electrons enter from the gate; with the gate positive, they enter from the silicon. For each polarity the photocurrent is recorded against gate voltage before and after the damage. The shifts $\Delta V_g$ (gate injection) and $\Delta V_s$ (silicon injection) are the changes of gate voltage needed to restore the same photocurrent.

The model assumes the following.

- The charge is uniform along the film, so the problem is one-dimensional.
- Emission over the barrier limits the current. Electrons that have crossed it reach the other electrode.
- Injection from the negative electrode supplies the whole photocurrent.
- The film's permittivity, both electrodes and the illumination are the same before and after the damage.
- Reading the current does not alter the trapped charge.

Further conditions appear below at the points where they are needed.

### 3. A spread-out charge

Let $\rho(x)$ be the trapped charge per volume. Define the areal charge and, if it is not zero, the centroid measured from the gate:

$$\sigma=\int_0^L\rho\,dx,\qquad X=\frac1\sigma\int_0^L x\,\rho\,dx.$$

To express $V_i$ through the field at the gate, integrate by parts, with $x-L$ as the integral of 1:

$$V_i=\int_0^LF\,dx=\big[(x-L)F\big]_0^L-\int_0^L(x-L)\frac{dF}{dx}\,dx.$$

The bracket vanishes at $x=L$ and leaves $+LF(0)$ from the lower limit. Gauss's law replaces $dF/dx$, so

$$V_i=F(0)L+\frac{4\pi}{\kappa}\int_0^L(L-x)\rho\,dx=F(0)L+f(L-X).\tag{1}$$

Here $f=4\pi\sigma/\kappa$ as before. With $x$ as the integral of 1, the same steps give the voltage through the field at the silicon:

$$V_i=\big[xF\big]_0^L-\int_0^Lx\frac{dF}{dx}\,dx=F(L)L-fX.\tag{2}$$

The two expressions agree, since Gauss's law across the whole film says $F(L)=F(0)+f$. Electrostatics has replaced the sheet position $a$ by the centroid $X$ and changed nothing else.

### 4. Why equal photocurrent means equal field

An electron at distance $z$ from a conducting electrode is attracted by its image. The charges are 1 and the separation is $2z$, so the force is $1/(4\kappa_oz^2)$ and the energy is $-1/(4\kappa_oz)$. The optical permittivity $\kappa_o$ is used because the electron leaves too fast for the slow part of the polarization to follow.

For gate injection $F(0)$ is negative. If no trapped charge lies between the gate and $z$, the field there is uniform and pushes the electron inward, lowering its energy by $|F|z$ with $|F|=|F(0)|$. Let $\Phi$ be the barrier without field and image force. The energy is

$$U(z)=\Phi-|F|z-\frac1{4\kappa_oz}.\tag{3}$$

Its derivative is $-|F|+1/(4\kappa_oz^2)$, which vanishes at

$$z_m=\frac1{2\sqrt{\kappa_o|F|}}.\tag{4}$$

The derivative is positive for smaller $z$ and negative for larger $z$, so this is a maximum. At $z_m$ the field term and the image term each equal $\tfrac12\sqrt{|F|/\kappa_o}$. The barrier height is therefore

$$U_m=\Phi-\sqrt{|F|/\kappa_o}.\tag{5}$$

A stronger field lowers the barrier and brings its top closer to the emitter. Both changes raise the current: more electrons have enough energy, and fewer are scattered back before they reach the top. The photocurrent thus rises steadily with $|F|$, and equal currents imply equal fields. The exact yield law does not matter, provided it is the same before and after the damage.

The same argument holds at the silicon, with $|F|=F(L)$. The model treats the silicon as a perfect conductor in the image force. Its finite permittivity weakens the force and moves $z_m$ somewhat, but leaves the argument intact.

Two conditions have entered. First, the trapped charge must lie beyond the barrier maximum of each emitter. Secondly, no other barrier may arise deeper in the film. For charge of one sign, the field changes by $f$ from one side to the other, so a reading field larger than $|f|$ keeps its direction throughout.

This step was tested by solving Poisson's equation on a grid, finding the barrier top and comparing currents. A charge of 0.05 uC/cm2 was spread evenly between 20 and 50 nm in the film of part 1, and the reference voltages were $\pm10$ V. The current varied as the square of the excess energy $h\nu-U_m$ for the gate and as its cube for the silicon. The shifts across the film returned the charge to within one part in a million and the centroid to within $10^{-4}$ nm. They did so without scattering, and also with a factor $e^{-z_m/\ell}$ for an escape length $\ell$ of 1 nm.

### 5. From film voltage to gate voltage

The voltage applied to the gate also contains the band bending $\psi_s$ at the silicon surface and a constant $W$ set by the electrode materials:

$$V_G=W+V_i+\psi_s.$$

For given doping, temperature and illumination, $\psi_s$ is a function of the field at the silicon surface. Displacement is continuous there if no charge sits at the interface, so $\psi_s$ is a function of $F(L)$.

In silicon injection $F(L)$ is held. Hence $\psi_s$ is unchanged and cancels from the shift. In gate injection $F(0)$ is held, while $F(L)=F(0)+f$ has changed by $f$. The band bending then changes too, by an amount $\Delta\psi_s$. From (1) and (2),

$$\Delta V_g=f(L-X)+\Delta\psi_s,\qquad \Delta V_s=-fX.\tag{6}$$

The second half shows that $\Delta\psi_s$ is small when the silicon is in accumulation. It is dropped in the next part.

The signs can be read physically. Positive charge pulls electrons out of either electrode. The gate then needs a less negative voltage for the same current, so $\Delta V_g>0$. With silicon injection it needs a less positive voltage, so $\Delta V_s<0$.

### 6. Solving for charge and centroid

Subtracting the shifts removes $X$:

$$\Delta V_g-\Delta V_s=f(L-X)+fX=fL=\frac{4\pi\sigma L}{\kappa}.$$

Solving for $\sigma$, and then dividing $\Delta V_s=-fX$ by $fL$, gives

$$\boxed{\;\sigma=\frac{\kappa\,(\Delta V_g-\Delta V_s)}{4\pi L},\qquad X=-\frac{L\,\Delta V_s}{\Delta V_g-\Delta V_s}\;}\tag{7}$$

The centroid needs no value of the permittivity, because a common factor in both shifts cancels. The charge needs $\kappa/L$, the film's capacitance per area apart from the factor $4\pi$.

Three limits make the result plain. Charge near the gate, though still beyond the barrier maximum, gives a small $\Delta V_s$ and nearly the full $fL$ in $\Delta V_g$. Charge near the silicon does the reverse. Charge centred in the film gives equal and opposite shifts.

Small reading errors $\delta_g$ and $\delta_s$ in the two shifts pass into the results as follows. Write $D=\Delta V_g-\Delta V_s$. The relative error of the charge is $(\delta_g-\delta_s)/D$. Differentiating $X=-L\Delta V_s/D$,

$$\delta X=-\frac{L\delta_s}{D}+\frac{L\Delta V_s}{D^2}(\delta_g-\delta_s).$$

Since $L\Delta V_s/D=-X$, this becomes

$$\delta X=-\frac{(L-X)\,\delta_s+X\,\delta_g}{D}.\tag{8}$$

The centroid is poorly determined when the net charge, and with it $D$, is small.

### 7. Charge of both signs

Nothing above required $\rho$ to have one sign, but the centroid of a net charge need not lie where the charges are. Take $+0.05$ uC/cm2 at 30 nm and $-0.04$ uC/cm2 at 70 nm. The net charge is 0.01 uC/cm2, and

$$X=\frac{0.05\times30-0.04\times70}{0.01}=-130\ \text{nm},$$

which is outside the film. The simulated photocurrents return the same two values.

If the net charge vanishes, $X$ has no meaning. The product $\sigma X$ must then be replaced by the moment $p=\int x\rho\,dx$, and both shifts equal $-4\pi p/\kappa$. They reveal a dipole layer but not its position.

For charge of one sign, $0\le X\le L$ and the two film shifts cannot have the same sign. Two shifts of the same sign therefore point to mixed charge or to a broken assumption. Even when every assumption holds, the two readings fix two moments of $\rho$, not its shape.

### 8. What the flatband voltage leaves open

At flatband the silicon has no field at its surface and no band bending. Without interface charge this means $F(L)=0$ and $\psi_s=0$. Equation (2) then gives

$$\Delta V_{FB}=-fX=-\frac{4\pi}{\kappa}\,\sigma X.\tag{9}$$

This equals $\Delta V_s$. Both readings hold the field at the silicon, one at zero and the other at a finite value. Adding a flatband reading to a silicon-injection reading therefore supplies no second equation for $\sigma$ and $X$.

Compare 0.05 uC/cm2 at 30 nm with 0.025 uC/cm2 at 60 nm in the same film. The products are equal, and both charges shift flatband by $-0.605$ V. Their gate-injection shifts across the film are $+1.412$ V and $+0.403$ V. Gate injection separates the two cases because it weighs the charge by its distance from the other electrode.

## Second half: a damaged low-k film and the errors of the method

### 9. Symbols and results carried over

The film has thickness $L$, static permittivity $\kappa$ and optical permittivity $\kappa_o$. Depth $x$ runs from the gate to the silicon, the field $F$ is positive in that direction, and voltages are gate minus silicon. The trapped charge has areal density $\sigma$ and centroid $X$, and it changes the field across the film by $f=4\pi\sigma/\kappa$. At constant photocurrent the gate voltage shifts by

$$\Delta V_g=f(L-X)+\Delta\psi_s,\qquad \Delta V_s=-fX,$$

for gate and silicon injection, where $\Delta\psi_s$ is the change of silicon band bending. Without that term,

$$\sigma=\frac{\kappa(\Delta V_g-\Delta V_s)}{4\pi L},\qquad X=-\frac{L\Delta V_s}{\Delta V_g-\Delta V_s}.$$

These results require the charge to lie beyond the barrier maximum, at distance $z_m=1/(2\sqrt{\kappa_o|F|})$ from each emitter.

### 10. The worked example

The example is set in the regime of an organosilicate low-k film on p-type silicon after exposure to vacuum-ultraviolet light. Its parameters are round: $L=100$ nm, $\kappa=2.8$, $\kappa_o=2.0$, photon energy 5.0 eV, and barriers of 4.0 eV at the gate and 4.4 eV at the silicon. The silicon has $10^{16}$ acceptors per cm3 and is at 300 K.

The trapped charge is positive, 0.05 uC/cm2 in all, with density proportional to $x\,e^{-x/b}$ and $b=15$ nm. In a very thick film its centroid would be $2b^3/b^2=2b=30$ nm. The cut at 100 nm lowers it to 29.14 nm.

In engineering units $f$ is the charge divided by $\kappa\varepsilon_0$, which is 0.2017 MV/cm. Since 1 MV/cm is 0.1 V/nm, $fL=2.017$ V. The expected shifts are

$$f(L-X)=2.017\times0.7086=1.429\ \text{V},\qquad -fX=-2.017\times0.2914=-0.588\ \text{V}.$$

The reference voltages across the film are $\pm10$ V, so the reading field is 1 MV/cm. This is well above $f$, as part 4 requires, and the barrier maximum lies 1.34 nm from the emitter.

The shifts obtained from simulated photocurrents, with silicon band bending included, are $+1.4380$ V and $-0.5870$ V. Their difference is 2.0250 V. A charge of 0.05 uC/cm2 corresponds to 2.017 V, so the inferred charge is

$$0.05\times\frac{2.0250}{2.017}=0.0502\ \text{uC/cm2},\qquad X=100\times\frac{0.5870}{2.0250}=29.0\ \text{nm}.$$

In other units this is $3.13\times10^{11}$ elementary charges per cm2, centred 290 angstrom below the gate. The charge is 0.4 percent above the input and the centroid 0.15 nm below it. The flatband shift is $-0.588$ V and gives neither quantity by itself.

The gate shift is 8.9 mV too high and the silicon shift 0.7 mV too high. Equation (8) turns these into a centroid error of $-(70.9\times0.7+29.1\times8.9)/2017=-0.15$ nm, as found. The next two parts trace the voltage errors to their causes.

Photocurrent shifts for both polarities together give the net trapped charge and its centroid, and in the simulated example they return the input to within 0.4 percent and 0.15 nm. It remains to find where these small errors come from, and what a change of permittivity and other neglected effects would do.
